**Area scaling of Weibull charge to breakdown**

At fixed stress current density, the program tests $\eta(A)=\eta_0(A/A_0)^{-1/\beta}$, where $\eta$ is the injected charge per area at 63.2% failure, $A$ is gate area, $\beta$ is the Weibull shape, and $A_0,\eta_0$ describe the reference gate. A trap-filling simulation with three layers asserts the area exponent and the shape inferred from the spread separately; it gives $-0.334$ and 3.02. A second simulation builds 20,000 large gates from 100 independent reference tiles each and asserts their characteristic charge, mean, failed fraction and spread. Its characteristic charge is 3.152 C/cm², against 3.162 C/cm² from the formula. Further assertions cover the finite-patch correction, the drifting exponent of a lognormal law, fixed total current, die-to-die current spread, thickness variation within a gate, and weak spots. The temperature factor of 0.575 is computed from an assumed activation energy and is not independently tested. All assertions hold for the stated example.

## Verification by program

```python
# Result under test: at fixed stress current density J, the Weibull
# characteristic charge density to breakdown obeys
#     eta(A) = eta0 * (A/A0)**(-1/beta).
# q: injected charge per gate area (C/cm2); beta: Weibull shape;
# eta: charge density at which a fraction 1-1/e has failed;
# A0, eta0: reference gate area and its characteristic charge density;
# m: exponent in eta0 ~ J**(-m), used only to size departures.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.stats import norm

rng = np.random.default_rng(12345)
FAILED = 1.0 - np.exp(-1.0)
GUMBEL_SD = np.pi / np.sqrt(6.0)   # sd of ln q equals GUMBEL_SD/beta


def characteristic(sample):
    return np.quantile(sample, FAILED)


# ---- Microscopic trial: fill trap sites until one column is full ----
def filled_fraction_at_breakdown(columns, layers, devices):
    sites = columns * layers
    result = np.empty(devices)
    for i in range(devices):
        arrival = rng.permutation(sites) + 1
        column_full = arrival.reshape(layers, columns).max(axis=0)
        result[i] = column_full.min() / sites
    return result


layers, small_n, large_n, devices = 3, 250, 4000, 4000
f_small = filled_fraction_at_breakdown(small_n, layers, devices)
f_large = filled_fraction_at_breakdown(large_n, layers, devices)
trap_exponent = (np.log(characteristic(f_large) / characteristic(f_small))
                 / np.log(large_n / small_n))
trap_beta = GUMBEL_SD / np.std(np.log(f_large))
# Tolerances cover sampling error and the finite number of traps.
assert abs(trap_exponent + 1.0 / layers) < 0.015
assert abs(trap_beta - layers) < 0.2
assert abs(trap_exponent * trap_beta + 1.0) < 0.08

# ---- Example parameters (rough typical values) ----
beta, eta0, A0 = 4.0, 10.0, 1e-4        # -, C/cm2, cm2
thickness_nm, field = 5.0, 11.0         # nm, MV/cm
J_plasma, antenna, time_s = 1e-4, 1000.0, 10.0
J = J_plasma * antenna                  # A/cm2
dose = J * time_s                       # C/cm2
areas = np.array([1e-6, 1e-4, 1e-2])    # cm2
eta = eta0 * (areas / A0) ** (-1.0 / beta)
failed = -np.expm1(-(areas / A0) * (dose / eta0) ** beta)
mean_q = eta * gamma(1.0 + 1.0 / beta)

# ---- Large gate built from 100 independent reference tiles ----
k, gates = 100, 20000
ref = eta0 * rng.weibull(beta, gates)
big = eta0 * rng.weibull(beta, (gates, k)).min(axis=1)
eta_big = characteristic(big)
failed_big = np.mean(big < dose)
assert abs(eta_big / eta[2] - 1.0) < 0.012
assert abs(big.mean() / mean_q[2] - 1.0) < 0.01
assert abs(failed_big - failed[2]) < 0.003
assert abs(GUMBEL_SD / np.std(np.log(big)) / beta - 1.0) < 0.03

# ---- Finite number of patches: correction to the power law ----
n_test = 50
root = brentq(lambda x: n_test * np.log1p(-x ** beta) + 1.0,
              1e-6, 0.99, xtol=1e-14)
ratio = root * n_test ** (1.0 / beta)
assert abs(ratio - (1.0 - 1.0 / (2 * beta * n_test))) < 0.1 / n_test ** 2
patch_nm2 = 10.0
n_patches = areas[0] * 1e14 / patch_nm2
patch_shift = -1.0 / (2.0 * beta * n_patches)

# ---- Lognormal reference law: weakest link without a power law ----
log_sd = GUMBEL_SD / beta
log_q = [log_sd * norm.ppf(-np.expm1(-1.0 / r)) for r in (1, 1e2, 1e4)]
lognormal_exponents = np.diff(log_q) / np.log(1e2)
assert abs(lognormal_exponents[1]) < 0.7 * abs(lognormal_exponents[0])

# ---- Fixed total current instead of fixed current density ----
m = 0.5
big_fixed_I = big * (1.0 / k) ** (-m)   # tiles see J/k
exponent_fixed_I = m - 1.0 / beta
measured_fixed_I = (np.log(characteristic(big_fixed_I)
                           / characteristic(ref)) / np.log(k))
assert abs(measured_fixed_I - exponent_fixed_I) < 0.004

# ---- Current spread between dies ----
sigma_J = 0.20
die_ref = np.exp(-m * sigma_J * rng.standard_normal(gates))
die_big = np.exp(-m * sigma_J * rng.standard_normal(gates))
exponent_dies = (np.log(characteristic(big * die_big)
                        / characteristic(ref * die_ref)) / np.log(k))
beta_app = GUMBEL_SD / np.hypot(GUMBEL_SD / beta, m * sigma_J)
beta_app_sample = GUMBEL_SD / np.std(np.log(ref * die_ref))
assert abs(exponent_dies + 1.0 / beta) < 0.005
assert abs(beta_app_sample / beta_app - 1.0) < 0.025

# ---- Thickness variation inside a gate, tunnel current exp(-B/E) ----
barrier_eV, mass_ratio, rel_thickness = 3.1, 0.42, 0.01
mass = mass_ratio * const.m_e
phi = barrier_eV * const.e
E_SI = field * 1e8                      # V/m
B_over_E = (4.0 * np.sqrt(2.0 * mass) * phi ** 1.5
            / (3.0 * const.hbar * const.e * E_SI))
width = phi / (const.e * E_SI)
wkb = 2.0 * width * quad(
    lambda u: np.sqrt(2.0 * mass * phi * (1.0 - u)) / const.hbar, 0, 1)[0]
assert abs(wkb / B_over_E - 1.0) < 1e-6
sigma_local = B_over_E * rel_thickness
s = beta * (1.0 + m)
thickness_factor = np.exp(-s * (s - 1.0) * sigma_local ** 2 / (2 * beta))
tile_t = 1.0 + rel_thickness * rng.standard_normal(400000)
g = np.exp(-B_over_E * (tile_t - 1.0))
g /= g.mean()                           # mean current density stays J
q_gate = brentq(lambda q: np.mean((g * q / (eta0 * g ** (-m))) ** beta)
                - 1.0, 0.1 * eta0, 2.0 * eta0)
assert abs(q_gate / eta0 / thickness_factor - 1.0) < 0.01

# ---- Weak spots that all fail early, and temperature of use ----
spot_density = 1.0                      # per cm2
spot_failed = -np.expm1(-areas[2] * spot_density)
spot_factor = (1.0 - areas[2] * spot_density) ** (1.0 / beta)
q_spot = brentq(lambda q: np.exp(-areas[2] * spot_density
                - (areas[2] / A0) * (q / eta0) ** beta) - np.exp(-1.0),
                0.1, 10.0)
assert abs(q_spot / eta[2] / spot_factor - 1.0) < 1e-8
activation_eV, T_ref, T_use = 0.1, 300.0, 350.0
kB_eV = const.k / const.e
temperature_factor = np.exp(activation_eV / kB_eV
                            * (1.0 / T_use - 1.0 / T_ref))

# ---- Printed numbers ----
print(f"Trap lattice: layers {layers}, columns {small_n} and {large_n}")
print(f"Trap lattice: simulated devices per size {devices}")
print(f"Trap lattice: measured area exponent {trap_exponent:.4f}")
print(f"Trap lattice: expected exponent {-1/layers:.4f}")
print(f"Trap lattice: beta from spread {trap_beta:.3f}")
print(f"Trap lattice: exponent times beta {trap_exponent*trap_beta:.3f}")
print(f"Oxide thickness {thickness_nm:.1f} nm, field {field:.1f} MV/cm")
print(f"Gate voltage {field*thickness_nm*0.1:.2f} V")
print(f"Shape beta {beta:.1f}, area exponent {-1/beta:.3f}")
print(f"Reference: A0 {A0:.0e} cm2, eta0 {eta0:.1f} C/cm2")
print(f"Net plasma current density {J_plasma*1e3:.2f} mA/cm2")
print(f"Antenna ratio {antenna:.0f}, gate current density {J:.2f} A/cm2")
print(f"Exposure {time_s:.0f} s, dose {dose:.2f} C/cm2")
for a, e, mq, f in zip(areas, eta, mean_q, failed):
    print(f"A {a:.0e} cm2: eta {e:.2f} C/cm2, mean {mq:.2f} C/cm2")
    print(f"   total charge {e*a:.3e} C, failed fraction {f:.3e}")
print(f"Tile simulation: {gates} gates of {k} tiles")
print(f"Tile simulation: eta {eta_big:.3f} C/cm2")
print(f"Tile simulation: mean {big.mean():.3f} C/cm2")
print(f"Tile simulation: failed fraction at dose {failed_big:.4f}")
print(f"Patch area {patch_nm2:.0f} nm2, patches in smallest gate "
      f"{n_patches:.1e}")
print(f"Relative patch correction to eta {patch_shift:.1e}")
print(f"Lognormal law: exponent, A/A0 1 to 1e2 "
      f"{lognormal_exponents[0]:.3f}")
print(f"Lognormal law: exponent, A/A0 1e2 to 1e4 "
      f"{lognormal_exponents[1]:.3f}")
print(f"Current exponent m {m:.2f}")
print(f"Fixed total current: area exponent {exponent_fixed_I:+.3f}, "
      f"simulated {measured_fixed_I:+.3f}")
print(f"Die-to-die spread of ln J {sigma_J:.2f}")
print(f"   simulated area exponent {exponent_dies:.4f}")
print(f"   apparent beta {beta_app:.3f}, simulated {beta_app_sample:.3f}")
print(f"   eta ratio for 100x area: true {k**(-1/beta):.3f}, "
      f"from apparent beta {k**(-1/beta_app):.3f}")
print(f"Barrier {barrier_eV:.1f} eV, mass ratio {mass_ratio:.2f}, "
      f"B/E {B_over_E:.2f}")
print(f"Thickness rms {100*rel_thickness:.1f} %, "
      f"spread of local ln J {sigma_local:.3f}")
print(f"   eta factor {thickness_factor:.3f}, "
      f"tile sum {q_gate/eta0:.3f}")
print(f"Weak spots {spot_density:.1f} per cm2, largest gate: "
      f"failed fraction {spot_failed:.3e}")
print(f"   eta factor {spot_factor:.4f}")
print(f"Activation {activation_eV:.2f} eV, {T_ref:.0f} K to {T_use:.0f} K: "
      f"eta factor {temperature_factor:.3f}")
print("OK")
```

Output:

```
Trap lattice: layers 3, columns 250 and 4000
Trap lattice: simulated devices per size 4000
Trap lattice: measured area exponent -0.3337
Trap lattice: expected exponent -0.3333
Trap lattice: beta from spread 3.016
Trap lattice: exponent times beta -1.006
Oxide thickness 5.0 nm, field 11.0 MV/cm
Gate voltage 5.50 V
Shape beta 4.0, area exponent -0.250
Reference: A0 1e-04 cm2, eta0 10.0 C/cm2
Net plasma current density 0.10 mA/cm2
Antenna ratio 1000, gate current density 0.10 A/cm2
Exposure 10 s, dose 1.00 C/cm2
A 1e-06 cm2: eta 31.62 C/cm2, mean 28.66 C/cm2
   total charge 3.162e-05 C, failed fraction 1.000e-06
A 1e-04 cm2: eta 10.00 C/cm2, mean 9.06 C/cm2
   total charge 1.000e-03 C, failed fraction 1.000e-04
A 1e-02 cm2: eta 3.16 C/cm2, mean 2.87 C/cm2
   total charge 3.162e-02 C, failed fraction 9.950e-03
Tile simulation: 20000 gates of 100 tiles
Tile simulation: eta 3.152 C/cm2
Tile simulation: mean 2.861 C/cm2
Tile simulation: failed fraction at dose 0.0106
Patch area 10 nm2, patches in smallest gate 1.0e+07
Relative patch correction to eta -1.2e-08
Lognormal law: exponent, A/A0 1 to 1e2 -0.186
Lognormal law: exponent, A/A0 1e2 to 1e4 -0.097
Current exponent m 0.50
Fixed total current: area exponent +0.250, simulated +0.250
Die-to-die spread of ln J 0.20
   simulated area exponent -0.2500
   apparent beta 3.819, simulated 3.839
   eta ratio for 100x area: true 0.316, from apparent beta 0.299
Barrier 3.1 eV, mass ratio 0.42, B/E 21.97
Thickness rms 1.0 %, spread of local ln J 0.220
   eta factor 0.834, tile sum 0.835
Weak spots 1.0 per cm2, largest gate: failed fraction 9.950e-03
   eta factor 0.9975
Activation 0.10 eV, 300 K to 350 K: eta factor 0.575
OK
```
